\section*{Why folding an indirect valley does not make a strong emitter}

\section*{Question}

I am looking at a short-period superlattice grown from two indirect-gap materials. The conduction minimum of the average crystal lies at a wavevector $Q$ along the growth axis, and the valence maximum lies at $k=0$. I chose the period so that $Q$ is a reciprocal vector of the superlattice. In the new, smaller Brillouin zone the conduction minimum therefore sits directly above the valence maximum, and the calculated band structure has a direct gap.

Momentum conservation was what forbade light emission without phonons, and it now seems to be satisfied. Should this structure not emit like an ordinary direct-gap semiconductor? If not, what sets the strength of the transition, and can I improve it by choosing the layers differently?

\section*{Answer}

A direct gap in the folded zone says that the new translation symmetry no longer forbids the transition. It does not say how large the matrix element is. That is set by how far the superlattice potential has mixed the original Bloch states, and symmetry can still make it vanish after they have mixed.

I use Hartree atomic units, independent electrons, and vertical dipole transitions without phonons. The optical operator is the velocity $\hat v=i[H,x]$ along the growth axis, which equals the momentum when the potential is local. ``Strength'' means the squared modulus of its matrix element.

\subsection*{Folding alone changes nothing}

Let $H_0$ be the average crystal, with primitive period $a$, and let $T$ translate by $a$, so that $T|n k\rangle=e^{ika}|nk\rangle$. The operator $T$ commutes with $H_0$. It shifts $x$ by a constant, which drops out of the commutator $i[H_0,x]$, so $T$ also commutes with $\hat v$. Write c and v for the conduction and valence bands. Inserting $\hat v=T^\dagger\hat vT$ gives
\begin{equation}
\langle \mathrm cQ|\hat v|\mathrm v0\rangle
=\langle \mathrm cQ|T^\dagger\hat vT|\mathrm v0\rangle
=e^{-iQa}\langle \mathrm cQ|\hat v|\mathrm v0\rangle ,
\end{equation}
and therefore
\begin{equation}
(1-e^{-iQa})\,\langle \mathrm cQ|\hat v|\mathrm v0\rangle=0 .
\end{equation}
Since $Q$ is not a reciprocal vector of the primitive crystal, the bracket is nonzero and the matrix element vanishes.

Describing the same crystal with a cell of $N$ sites gives $Q$ the new label $q=0$. The states and the operator are unchanged, and so is the zero. The argument also covers any change that keeps the primitive period, such as uniform strain, or alloying treated as a uniform average. Such a change can help in a different way, by bringing the conduction state at $k=0$ below the valley. The emission is then the original direct transition, and folding plays no part in it.

\subsection*{What the superlattice potential adds}

Now let $H=H_0+W$, where $W$ has period $Na$ and zero average. I assume that $W$ commutes with $x$, so that $\hat v$ is still $i[H_0,x]$ and conserves the primitive wavevector. To first order, for a folded state with $K=Q$,
\begin{align}
|\tilde{\mathrm v}\rangle&=|\mathrm v0\rangle+\sum_{nK'}{}^{'}|nK'\rangle
\frac{\langle nK'|W|\mathrm v0\rangle}{E_{\mathrm v0}-E_{nK'}},\\
\langle\tilde{\mathrm c}_K|&=\langle\mathrm cK|+\sum_{nK'}{}^{'}
\frac{\langle\mathrm cK|W|nK'\rangle}{E_{\mathrm cK}-E_{nK'}}\langle nK'| ,
\end{align}
where the primes exclude the unperturbed state and any state degenerate with it. In $\langle\tilde{\mathrm c}_K|\hat v|\tilde{\mathrm v}\rangle$ the zeroth-order term vanishes, as shown above. Because $\hat v$ conserves $k$, the correction to the conduction state contributes only through $K'=0$, and the correction to the valence state only through $K'=K$:
\begin{equation}
M_K=\sum_n\frac{\langle\mathrm cK|W|n0\rangle\langle n0|\hat v|\mathrm v0\rangle}{E_{\mathrm cK}-E_{n0}}
+\sum_n\frac{\langle\mathrm cK|\hat v|nK\rangle\langle nK|W|\mathrm v0\rangle}{E_{\mathrm v0}-E_{nK}} .
\label{eq:M}
\end{equation}
The first sum borrows strength from vertical transitions at $k=0$, the second from vertical transitions at the valley. Each $W$ element transfers wavevector $K$, so the amplitude is linear in the Fourier component of $W$ at $Q$, and the strength is quadratic in it.

\subsection*{There are two folded valleys}

Time reversal supplies a valley at $-Q$ with the same energy. If $Q$ is inside the primitive zone, both valleys fold to $q=0$, and $W$ chooses the combinations $\sum_Kc_K|\mathrm cK\rangle$ with $K=\pm Q$. Mixing within this pair adds no first-order amplitude of its own, because both members have zero matrix element with $|\mathrm v0\rangle$. The amplitude of a combination is thus
\begin{equation}
M=\sum_{K=\pm Q}c_K^*M_K .
\end{equation}
The two sets of coefficients form a unitary matrix, so the summed strength is $|M_Q|^2+|M_{-Q}|^2$ whatever the combinations are. Its division between the two states does depend on them.

Suppose the superlattice has an inversion centre, with inversion operator $P$. Then $PxP^{-1}=2x_0-x$ and $P\hat vP^{-1}=-\hat v$. For states of parity $\pi_{\mathrm c}$ and $\pi_{\mathrm v}$,
\begin{equation}
\langle\tilde{\mathrm c}|\hat v|\tilde{\mathrm v}\rangle
=-\pi_{\mathrm c}\pi_{\mathrm v}\langle\tilde{\mathrm c}|\hat v|\tilde{\mathrm v}\rangle ,
\end{equation}
so only states of opposite parity are connected. Inversion exchanges $Q$ and $-Q$, so the pair yields one even and one odd state. One of them is dark at $q=0$. This does not rely on perturbation theory: it holds for any strength of $W$ at which the pair can still be identified. Away from $q=0$ inversion maps $q$ to $-q$ and the prohibition lapses; an amplitude that is smooth in $q$ then starts linearly, and the strength as $q^2$.

\subsection*{A chain that shows all of this}

Take a chain with one s and one p orbital per site and spacing $a=5$ bohr. The site energies are $E_s=0.080$ and $E_p=-0.020$ hartree. The hoppings are $t_1,t_2$ between s orbitals on first and second neighbours, $t_p$ between neighbouring p orbitals, and $\pm u$ from s to p on the right or left neighbour. Summing the hoppings with their Bloch phases gives
\begin{equation}
H(k)=\begin{pmatrix}
E_s+2t_1\cos ka+2t_2\cos2ka & 2iu\sin ka\\
-2iu\sin ka & E_p+2t_p\cos ka
\end{pmatrix}.
\end{equation}
I take $x$ diagonal in the site basis. A hop over $d$ sites then acquires a factor $ida$ in $i[H,x]$, which is what differentiating its phase $e^{ikda}$ produces, so $\hat v(k)=dH/dk$.

With $t_2=t_p=u=0.010$ hartree, the condition that the conduction minimum lie at $Qa=4\pi/5$ gives $t_1=0.02803$ hartree. The indirect gap is $0.04258$ hartree (1.159 eV), and the direct gap at $k=0$ is $0.15606$ hartree (4.247 eV). These are model parameters and describe no particular material.

At $k=0$ the s--p element of $H$ vanishes, so the valence top is pure p and the conduction state pure s. Their velocity element is $2iua$, and the direct strength is
\begin{equation}
(2ua)^2=(2\times0.010\times5)^2=0.0100 .
\end{equation}
A period of five sites folds both valleys to $q=0$. With no superlattice potential, diagonalizing the five-site cell gives a summed folded strength of order $10^{-33}$, which is rounding error.

Now raise the site energies on B sites relative to A sites by $0.010$ hartree for s and $0.005$ hartree for p, with the average removed. If $u_{n\alpha}(k)$ are the orbital components of a Bloch state, normalized on the five-site ring, then
\begin{equation}
\langle nK|W|m0\rangle=\sum_{\alpha=s,p}u^*_{n\alpha}(K)W_\alpha(K)u_{m\alpha}(0),\quad
W_\alpha(K)=\frac1N\sum_jW_{\alpha j}e^{-iKja}.
\end{equation}
For the order BBAAA the Fourier component per unit offset has modulus
\begin{equation}
\tfrac15|1+e^{-iQa}|=\tfrac25|\cos(Qa/2)|=0.1236 .
\end{equation}
The removed average does not enter, because $\sum_je^{-iQja}=0$.

In this two-band model each sum in \eqref{eq:M} has one surviving term, since the diagonal velocities vanish at the band extrema. In the first, the $W$ element is $u^*_{\mathrm cs}(Q)W_s(Q)$. Without the factor $u_{\mathrm cs}$ its modulus would be
\begin{equation}
\frac{0.1236\times0.010\times0.100}{0.15606-0.04258}=1.09\times10^{-3}.
\end{equation}
The full value is $1.077\times10^{-3}$, so $|u_{\mathrm cs}(Q)|\simeq0.989$: the valley state is about 98\% s and 2\% p. The second term has modulus $1.445\times10^{-3}$. The total is $2.522\times10^{-3}$, the plain sum of the two, so they have the same phase.

That agreement of phase depends on the offsets. The first term is proportional to the s offset and the second to the p offset, because the states at $k=0$ are pure. Reversing the p offset alone would leave a first-order amplitude of $(1.445-1.077)\times10^{-3}=0.368\times10^{-3}$, and, for weak offsets, a strength lower by a factor of $(2.522/0.368)^2\simeq47$. At the full offsets the second-order amplitude is not small beside this remainder, and diagonalization gives a factor of about 25 there. The relative alignment of the two band edges therefore matters, as well as the size of each offset.

Time reversal makes $|M_Q|=|M_{-Q}|$, with or without an inversion centre, so the summed first-order strength is
\begin{equation}
2\times(2.522\times10^{-3})^2=1.27\times10^{-5}.
\end{equation}
Diagonalization gives $1.68\times10^{-5}$, which is 32\% above the first-order value. With $W$ scaled to one tenth the excess is 3.4\%, and at one hundredth it is 0.35\%. The relative correction is thus linear in $W$ at small $W$, as expected of the next order.

\subsection*{Which of the two states is bright?}

Place the origin at the inversion centre. Under $k\to-k$ the s--p element of $H(k)$ changes sign, so the valley state at $-Q$ has components $(u_{\mathrm cs},-u_{\mathrm cp})$. Inversion also leaves s orbitals alone and reverses p orbitals, so it takes $|\mathrm cQ\rangle$ into $|\mathrm c,-Q\rangle$. The even state is $(|\mathrm cQ\rangle+|\mathrm c,-Q\rangle)/\sqrt2$. The valence top, a uniform p state, is odd. Hence the even state is bright.

The diagonal elements of $W$ in the pair vanish with its average. The first-order shift of the even state is then the off-diagonal element
\begin{equation}
w=|u_{\mathrm cs}|^2W_s(2Q)-|u_{\mathrm cp}|^2W_p(2Q),
\label{eq:w}
\end{equation}
and the odd state shifts by $-w$. The s term dominates here. For BBAAA the centre lies midway between the B sites, and $W_s(2Q)=\frac25\cos(Qa)\times0.010$ hartree, which is negative: the bright state is the lower one. For BABAA the centre is the A site between the B sites, and $W_s(2Q)=\frac25\cos(2Qa)\times0.010$ hartree, which is positive: the bright state is the upper one. Reversing all offsets reverses $w$ and exchanges the roles.

Diagonalization at full offset agrees in all four cases:

\begin{center}
\begin{tabular}{llcc}
Order & Offsets & Lower state & Bright strength / direct\\
BBAAA & as given & bright & $1.7\times10^{-3}$\\
BBAAA & reversed & dark & $0.85\times10^{-3}$\\
BABAA & as given & dark & $9.1\times10^{-3}$\\
BABAA & reversed & bright & $8.1\times10^{-3}$
\end{tabular}
\end{center}

All four superlattices have their conduction minimum and valence maximum at $q=0$ on the scanned wavevectors. By the band-structure criterion all four are direct, yet in two of them the lowest transition at $q=0$ has no dipole strength. In BABAA with the offsets as given, the bright state lies $0.04334-0.04083=0.00251$ hartree, or about 0.07 eV, above the dark one, so once the electrons have relaxed, its emission needs thermal excitation. The lower miniband still emits weakly away from $q=0$. For nondegenerate thermal electrons and holes in the chain, it supplies about 98\% of the emission at 77 K and 23\% at 300 K. The total rate is then about 400 and 9 times lower, respectively, than for BABAA with reversed offsets.

\subsection*{What the layer order can do}

Both terms of $M_K$ scale with the same Fourier component when the s and p profiles have the same shape. For BABAA that component is $\frac25|\cos Qa|=0.3236$ per unit offset. At the same composition, the leading strength therefore changes by
\begin{equation}
\left[\frac{\cos Qa}{\cos(Qa/2)}\right]^2=\left(\frac{0.3236}{0.1236}\right)^2\simeq6.85 .
\end{equation}
Diagonalization with weak offsets gives 6.852. To leading order, the component at $Q$ thus controls the brightness, while the component at $2Q$ controls the splitting and, through the sign of $w$, which state is lower. If the component at $2Q$ is small, higher orders in $W$ can decide which state is lower. A useful design needs a large component at $Q$ and the bright state below the dark one.

A period that folds the valley can even lack the component at $Q$. Let $W_j\propto\cos(2\pi j/5)$, which transfers only $\pm g$ with $g=2\pi/(5a)$. Here $Q=2g$, so one action of $W$ cannot connect the valley to $k=0$, but two can. The amplitude then starts at second order and the strength at fourth. Doubling a weak $W$ should multiply the strength by $2^4=16$; diagonalization gives 16.006.

\subsection*{How far from a strong emitter?}

In the golden rule, the squared vector potential of a photon mode scales as $1/\omega$ and the density of modes as $\omega^2$. For the same photonic environment and refractive index, the spontaneous rate thus scales as $\omega|\langle\tilde{\mathrm c}|\hat v|\tilde{\mathrm v}\rangle|^2$. Relative to the original direct transition, the lowest transition of BBAAA has the rate
\begin{equation}
1.684\times10^{-3}\times\frac{0.03904}{0.15606}=4.2\times10^{-4},
\end{equation}
which is slower by a factor of about 2400. BABAA with reversed offsets reaches $2.1\times10^{-3}$, still slower by a factor of about 470.

The opposite limit shows what a strong folded transition would take. Keep only the path through the conduction state at $k=0$, which is even. If the shift $w$ is neglected, it lies $\Delta=E_{\mathrm c0}-E_{\mathrm cQ}$ above the even valley state and couples to it with strength $g_0=\sqrt2\,|u_{\mathrm cs}W_s(Q)|$; the $\sqrt2$ comes from adding the two valleys. The lower eigenstate of this two-level problem contains the $k=0$ state with weight
\begin{equation}
\eta=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4g_0^2}}\right)
\;\longrightarrow\;
\begin{cases}g_0^2/\Delta^2,& g_0\ll\Delta,\\[2pt] 1/2,&\Delta\to0,\end{cases}
\end{equation}
and it inherits the fraction $\eta$ of the direct strength. The first limit reproduces the first sum in \eqref{eq:M}. The second is a strong emitter, because half of the state is then the original direct conduction state. If $w$ is kept, $\Delta-w$ replaces $\Delta$ in the expression for $\eta$, and the equal division occurs at $\Delta=w$ instead. This matters unless $|w|\ll g_0$. For BBAAA, $w=-0.0031$ and $g_0=0.0017$ hartree, so $\Delta=0$ would give $\eta\simeq0.16$ rather than $1/2$. In the chain $\Delta$ is $0.113$ hartree, about 3.1 eV, while $g_0$ for BBAAA is below $0.002$ hartree. While $g_0\ll\Delta$, halving $\Delta$ strengthens this path as much as doubling $W(Q)$ does. The second sum in \eqref{eq:M} grows with $W(Q)$ but does not gain from a smaller $\Delta$.

\subsection*{Where these statements stop}

If $W$ does not commute with $x$, the velocity gains the term $i[W,x]$, and $\langle\mathrm cQ|i[W,x]|\mathrm v0\rangle$ adds to \eqref{eq:M} at first order. This happens for a nonlocal potential. It would also happen in the chain if $x$ had an on-site s--p element and the s and p offsets differed. Such an element $d$ also changes the direct velocity element from $2ua$ to $2ua+d(E_{\mathrm c0}-E_{\mathrm v0})$. For $d=\pm0.5$ bohr the BBAAA strength moves by only about 6\%, but the factor of 2400 becomes about 8000 or 110. The ratios to the direct transition therefore belong to this model and its choice of $x$. At first order the amplitude still requires a component of $W$ at $Q$.

In three dimensions, layers stacked along one axis keep the in-plane translations. A valley whose in-plane wavevector is neither zero nor a reciprocal vector of the in-plane lattice is not folded to the zone centre, and it stays dark by the argument of the first section. The folded valleys must therefore also be the lowest ones. If the valley does not coincide with a superlattice reciprocal vector, its minimum folds to a point away from $q=0$, and the gap need not be direct.

Phonon-assisted emission, disorder and electron--hole attraction are left out. A measured emission rate can contain all three, so light from such a structure is not by itself evidence of a strong folded transition. For your own superlattice, calculate the matrix element of the lowest transition at $q=0$ and compare it with that of the direct transition at $k=0$ in the average crystal. The numerical output below lists these quantities for the chain.

\section*{Computed values}
\begin{verbatim}
site spacing a = 5.0 bohr; sites per period = 5
Es, Ep = 0.080, -0.020 hartree
t2, tp, u = 0.010, 0.010, 0.010 hartree
solved hopping t1 = 0.028029 hartree
valley position Q a / pi = 0.800
indirect gap = 0.04258 hartree = 1.159 eV
direct gap at k=0 = 0.15606 hartree = 4.247 eV
direct strength at k=0 = 0.010000 a.u.
folded only, summed strength = 8.5e-34 a.u. (rounding)
uniform change, summed strength = 1.2e-35 a.u. (rounding)
offsets B-A: s 0.010, p 0.005 hartree
BBAAA: |W(Q)|/offset = 0.1236, |W(2Q)|/offset = 0.3236
BABAA: |W(Q)|/offset = 0.3236, |W(2Q)|/offset = 0.1236
BBAAA first-order |amplitude| at +Q via k=0: 1.077e-03 a.u.
BBAAA first-order |amplitude| at +Q via Q: 1.445e-03 a.u.
BBAAA first-order |total amplitude| at +Q: 2.522e-03 a.u.
BBAAA summed strength (a.u.): scale of W, exact, first order
  0.01  1.2768e-09  1.2724e-09
  0.10  1.3160e-07  1.2724e-07
  0.50  3.7175e-06  3.1810e-06
  1.00  1.6840e-05  1.2724e-05
small-W strength ratio BABAA/BBAAA = 6.852, formula 6.854
no harmonic at Q: strength factor on doubling W = 16.006
full W: order, sign, state, transition energy (hartree), strength (a.u.),
  strength/direct, rate/direct
  BBAAA +1 lower 0.03904 1.684e-05 1.684e-03 4.212e-04
  BBAAA +1 upper 0.04491 5.086e-34 5.086e-32 1.464e-32
  BBAAA -1 lower 0.03877 3.009e-34 3.009e-32 7.477e-33
  BBAAA -1 upper 0.04529 8.461e-06 8.461e-04 2.456e-04
  BABAA +1 lower 0.04083 3.009e-34 3.009e-32 7.874e-33
  BABAA +1 upper 0.04334 9.125e-05 9.125e-03 2.534e-03
  BABAA -1 lower 0.04097 8.072e-05 8.072e-03 2.119e-03
  BABAA -1 upper 0.04315 4.815e-33 4.815e-31 1.331e-31
\end{verbatim}
